# Band filling and the Bn² estimate at quantum-well transparency

**Question**

I am estimating the radiative current of a quantum-well laser at transparency. My model has one electron subband and one hole subband, both parabolic, with the same in-plane mass $m$. The electron and hole densities are equal, and recombination conserves the in-plane wavevector $k$.

I took the coefficient $B$ from the low-density limit and put the transparency density into $Bn^2$. Summing the rate directly over $k$ states gives a noticeably smaller answer. Both calculations use the same recombination time for a pair of filled states, so I expected them to agree better.

Can the rate integral at transparency be done in closed form? How large is the error of $Bn^2$, and where does it come from? I would also like to know whether the answer survives in a real device, where the hole is heavier than the electron.

**Answer**

The integral is elementary, and the discrepancy is a band-filling effect: at transparency the occupations near the subband edge are too large for Boltzmann statistics.

**Setting up the rate**

Measure the kinetic energy of one carrier in units of $kT$ (in this product $k$ is Boltzmann's constant):

$$x=\frac{\hbar^2k^2}{2m\,kT}.$$

Let $\eta$ be the quasi-Fermi level measured into the band from the subband edge, also in units of $kT$. Equal masses and equal densities give electrons and holes the same $\eta$ and the same occupation

$$f(x)=\frac{1}{e^{x-\eta}+1}.$$

Here the hole occupation is the probability that the valence state is empty.

The number of states per area, with two spins, is

$$2\,\frac{d^2k}{(2\pi)^2}=\frac{k\,dk}{\pi}=N\,dx,\qquad N=\frac{m\,kT}{\pi\hbar^2},$$

because $k\,dk=(m\,kT/\hbar^2)\,dx$. Conservation of $k$ pairs each electron state with one hole state at the same $x$. Both must be filled, so the pair occupation is $f\cdot f$. If a filled pair recombines at a rate $1/\tau$ independent of $k$, the rate per area is

$$R=\frac{N}{\tau}\int_0^\infty f^2\,dx .$$

**Where transparency lies**

Stimulated emission needs a filled electron state and a filled hole state, with weight $f^2$. Absorption needs both to be free of carriers, with weight $(1-f)^2$. The net gain at a given $x$ is therefore proportional to

$$f^2-(1-f)^2=2f-1 .$$

Since $f$ falls with $x$, gain first appears at $x=0$, when $f(0)=1/2$. That means $\eta=0$: the quasi-Fermi separation equals the subband transition energy. Photons of higher energy are still absorbed, so "transparency" here means the onset of gain at the edge.

**The two integrals**

The density follows from

$$\frac{n}{N}=\int_0^\infty\frac{dx}{e^{x-\eta}+1}
=\Big[-\ln(1+e^{\eta-x})\Big]_0^\infty=\ln(1+e^\eta),$$

so $n=N\ln2$ at transparency. For the rate, write $f^2=f-f(1-f)$. Differentiating the Fermi function gives $f(1-f)=-df/dx$, hence

$$\int_0^\infty f^2dx=\int_0^\infty f\,dx+\int_0^\infty\frac{df}{dx}\,dx
=\ln(1+e^\eta)-f(0).$$

At $\eta=0$ this is

$$\boxed{\int_0^\infty\frac{dx}{(e^x+1)^2}=\ln2-\frac12\approx0.1931}$$

A direct sum over the $k$ states of a periodic square box with 500 nm sides, using the parameters below, gives $R\tau/N=0.193147$, the same value.

**The $Bn^2$ estimate**

It helps to have the rate at any density. Put $\nu=n/N=\ln(1+e^\eta)$. Then $1+e^\eta=e^\nu$, and

$$f(0)=\frac{e^\eta}{1+e^\eta}=\frac{e^\nu-1}{e^\nu}=1-e^{-\nu},
\qquad R=\frac N\tau\left(\nu-1+e^{-\nu}\right).$$

For $\nu\ll1$, the expansion $e^{-\nu}=1-\nu+\nu^2/2-\dots$ leaves

$$R\to\frac{N}{\tau}\frac{\nu^2}{2}=\frac{n^2}{2N\tau},\qquad B=\frac{1}{2N\tau}.$$

Using this $B$ with the true density $n=N\ln2$ gives $(N/\tau)(\ln2)^2/2$, or $0.2402$ in place of $0.1931$. The ratio is

$$\frac{Bn^2}{R}=\frac{(\ln2)^2/2}{\ln2-1/2}=\frac{(\ln2)^2}{2\ln2-1}\approx1.244 .$$

The estimate is about 24 percent too high, relative to the true rate of this model.

The density has to be the true one. If you instead set $e^\eta=1$ in the Boltzmann occupations, the integral becomes $\int_0^\infty e^{-2x}dx=1/2$, which is 2.59 times the true value. That version also gets the density wrong, giving $N$ instead of $N\ln2$.

**Why the estimate is high**

At the same density, the Boltzmann occupation is $\nu e^{-x}$. At transparency it starts at $0.693$, while the Fermi occupation starts at $0.5$. The two curves enclose the same area, so Boltzmann must be too low further up. They cross where

$$\ln2\;e^{-x}=\frac{1}{e^x+1}
\;\Rightarrow\;\ln2\,(1+e^{-x})=1
\;\Rightarrow\;x=-\ln\!\left(\frac1{\ln2}-1\right)\approx0.815 .$$

Squaring gives more weight to the region where the occupations are large. At the edge the pair occupation is $0.48$ instead of $0.25$. The excess below the crossing adds $0.0597$ to the integral, and the deficit above it removes $0.0126$. The net $0.0471$ is the difference between the two results.

The sign is the same at every density in this model, because

$$\nu-1+e^{-\nu}=\int_0^\nu(1-e^{-t})\,dt<\int_0^\nu t\,dt=\frac{\nu^2}{2}\qquad(\nu>0).$$

For small $\nu$,

$$\frac{Bn^2}{R}=\frac{1}{1-\nu/3+\nu^2/12-\dots}
=1+\frac\nu3+\left(\frac19-\frac1{12}\right)\nu^2+\dots
=1+\frac{\nu}{3}+\frac{\nu^2}{36}+\dots$$

The first correction alone gives $1.231$ at $\nu=\ln2$. In the opposite limit, $\nu\gg1$, the rate becomes $R\approx n/\tau$: nearly every carrier has a partner at its own $k$, so the rate grows linearly with density while $Bn^2$ keeps growing quadratically.

**Numbers for a 1550 nm well**

Take $m=0.06\,m_0$, $T=300$ K, $\tau=1$ ns, a width of 6 nm and a transition energy of 0.80 eV. Then $N=6.48\times10^{11}$ cm$^{-2}$, and

$$n=0.6931\,N=4.49\times10^{11}\ \text{cm}^{-2},$$

$$R=\frac{6.48\times10^{11}\ \text{cm}^{-2}}{10^{-9}\ \text{s}}\times0.1931
=1.25\times10^{20}\ \text{cm}^{-2}\,\text{s}^{-1}.$$

Multiplying by the elementary charge gives a radiative current density of $20.1$ A/cm². The estimate uses $B=1/(2N\tau)=7.72\times10^{-4}$ cm²/s and gives $24.9$ A/cm². The lifetime $n/R$ is 3.6 ns, longer than $\tau$ because many carriers have no partner at their own $k$.

With $\tau$ held fixed, $n$ and $R$ at transparency are both proportional to $T$. At 350 K the current is $23.4$ A/cm², and the 24 percent is unchanged.

**A heavier hole**

Let the masses be $m_e$ and $m_h$, with state densities $N_e$ and $N_h$. A hole at the same $k$ has energy $rx$, where $x$ is the electron's energy and $r=m_e/m_h=N_e/N_h$. The gain is now proportional to $f_e+f_h-1$, so its onset at the edge requires $\eta_e+\eta_h=0$. Equal densities require

$$N_e\ln(1+e^{\eta_e})=N_h\ln(1+e^{-\eta_e}),$$

which is solved numerically. In the dilute limit the occupations are $(n/N_e)e^{-x}$ and $(n/N_h)e^{-rx}$, so

$$R\to\frac{N_e}{\tau}\,\frac{n^2}{N_eN_h}\,\frac{1}{1+r}
=\frac{n^2}{\tau(N_e+N_h)} .$$

For $m_h=0.15\,m_0$, with the electron mass and $\tau$ unchanged, the transparency density rises to $6.9\times10^{11}$ cm$^{-2}$ and the true radiative current to 27 A/cm². The overestimate is 22 percent, so at this mass ratio the asymmetry changes the current much more than it changes the error of $Bn^2$. A still heavier hole reduces the error further: at $m_h=0.5\,m_0$ the overestimate is 14 percent.

**How this compares with a real device**

The parameters are round values in the rough regime of a compressively strained InGaAs well. Strain lightens the in-plane hole mass near the edge, but the hole generally stays heavier than the electron, so the equal-mass density and current are on the low side. The product of $B$ and the well width is $4.6\times10^{-10}$ cm³/s, above the rough order of magnitude $10^{-10}$ cm³/s for direct-gap III–V materials. The heavier hole lowers it by the factor $2N_e/(N_e+N_h)=2/3.5$, to about $2.6\times10^{-10}$ cm³/s. A laser also needs gain to cover its optical losses, so its threshold lies above transparency.

Other omissions have these sizes for the equal-mass example:

- **Photon energy.** At a fixed momentum matrix element, the pair rate is proportional to photon energy: the photon mode density supplies $\omega^2$ and the squared vector potential per photon supplies $1/\omega$. Weighting the integrand by $1+2x\,kT/(0.80\ \text{eV})$ raises the true rate by 4 percent. With $B$ recalculated the same way, the overestimate is 23 percent.
- **Higher levels.** For wells 0.20 eV deep in both bands, with 10 nm barriers closed by hard walls, and the mass $0.06\,m_0$ also along the growth direction, the other levels hold extra carriers equal to 0.8 percent of the transparency density. The first of them lies close to the barrier edge, so the figure grows with barrier thickness: 1.7 percent at 20 nm, 4.3 percent at 50 nm and 8.8 percent at 100 nm. A real heavy hole is light only in the plane. With a growth-direction mass of $0.3$ to $0.4\,m_0$ the second hole level lies only 62 to 50 meV from the first, and the extra holes are 13 to 21 percent. Counting only the lowest transition as radiative, the overestimate then becomes 28 to 30 percent.
- **Auger recombination.** A rough coefficient $C=10^{-28}$ cm⁶/s, used as $Cn_{3D}^3$ times the well width with $n_{3D}=7.5\times10^{17}$ cm$^{-3}$, adds about 4 A/cm². This is a separate current and leaves the radiative integral alone.

The Coulomb attraction is another large omission. For unscreened carriers in two dimensions it multiplies the pair rate by $2/(1+e^{-2\pi/\sqrt\Delta})$, where $\Delta=2x\,kT/\text{Ry}$ and Ry is the three-dimensional exciton Rydberg, 2.4 meV for a relative permittivity of 13. I quote this factor without deriving it; numerical solutions of the radial Schrödinger equation at $\Delta=1$ and $\Delta=9$ agree with it to within 0.1 percent. It would raise the true rate by a factor 1.74. This is the strictly two-dimensional value; averaging the interaction over the subband wavefunctions of the 6 nm well lowers it to about 1.25. If it acted equally at low density and at transparency, the overestimate would be 28 percent.

It does not act equally. At transparency the linear static screening length is 5.7 nm, well below the three-dimensional exciton radius of 22.9 nm, whereas screening disappears in the dilute limit. Static screening alone does not remove the enhancement: for a single pair in the screened two-dimensional potential, a state bound by 0.3 meV survives and the continuum factor is about 2.0. State filling also weakens the pair interaction, since $1-2f$ vanishes at the edge, and I have not sized that. As an illustration, let $B$ contain the full continuum enhancement and the rate at transparency none. The ratio $Bn^2/R$ then becomes $1.28\times1.74\approx2.2$, or about 1.6 for the 6 nm well. This is not an upper bound: bound excitons in thermal equilibrium at low density would raise it to about 7.8, or 3.6 for the 6 nm well. The 24 percent is therefore the error from band filling alone, with the same pair rate at both densities. It should not be used to correct a $B$ measured at low density unless the Coulomb enhancement is treated separately.

Nonparabolic bands, $k$-dependent matrix elements and line broadening are also left out, and I have not sized them. The remaining digits are in the numerical output.

## Computed results

```
Both in-plane masses: 0.06 m0
Temperature: 300 K; kT: 25.85 meV
Pair recombination time tau: 1.0 ns
Well width: 6.0 nm
Transition: 0.80 eV = 1550 nm
N = mkT/(pi hbar^2): 6.4795e+11 cm^-2
ln 2: 0.693147
True integral, ln 2 - 1/2: 0.193147
True integral from box sum: 0.193147
Bn^2 integral, (ln 2)^2/2: 0.240227
Ratio Bn^2/R: 1.24375
Overestimate: 24.37 percent
Ratio from 1+nu/3: 1.23105
Ratio from 1+nu/3+nu^2/36: 1.24439
Ratio 0.5/(ln 2 - 1/2), eta=0 Boltzmann: 2.589
Edge pair occupation, Fermi: 0.2500
Edge pair occupation, Boltzmann: 0.4805
Curves cross at x: 0.8149
Integral error below crossing: +0.05966
Integral error above crossing: -0.01258
Transparency density: 4.4913e+11 cm^-2
Same per well volume: 7.485e+17 cm^-3
B (sheet): 7.7166e-04 cm^2/s
B times width: 4.630e-10 cm^3/s
True rate R: 1.2515e+20 cm^-2 s^-1
Estimated rate Bn^2: 1.5566e+20 cm^-2 s^-1
True radiative current: 20.05 A/cm^2
Estimated current: 24.94 A/cm^2
Radiative lifetime n/R: 3.589 ns
Heavier hole mass: 0.15 m0
  transparency density: 6.878e+11 cm^-2
  radiative current: 27.44 A/cm^2
  overestimate: 21.8 percent
Rate factor, pair rate ~ photon energy: 1.0433
  overestimate: 23.1 percent
Exciton Rydberg (3D): 2.42 meV
Exciton radius (3D): 22.9 nm
Screening length: 5.7 nm
Unscreened Coulomb rate factor: 1.743
  overestimate: 28.2 percent
Well depth: 0.20 eV; barriers: 10 nm each
Lowest level: 65.4 meV
Second level: 204.5 meV
Extra carriers in higher levels: 0.8 percent
Rough Auger coefficient: 1e-28 cm^6/s
Auger current: 4.0 A/cm^2
At 350 K, transparency: 5.240e+11 cm^-2
At 350 K, current: 23.39 A/cm^2
```
